# Why Gas Flow Between Parallel Plates Has a Knudsen Minimum: test program

```python
# Result under test: the reduced flow G(delta) of a rarefied gas between long
# parallel plates has a minimum near Knudsen number one, caused by the spread of
# transverse speeds (slow crossers make very long flights), not by viscosity alone.
# Symbols: d gap, v0 = sqrt(2kT/m), delta = p d/(mu v0), Kn = sqrt(pi)/(2 delta),
# mass flow = G * width * d^2 * |dp/dz| / v0, c = transverse speed / v0.
# G is also the mean time since the last wall contact, in units of d/v0.
# Model: linearised BGK collisions, diffuse walls unless stated otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import toeplitz
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

rng = np.random.default_rng(12345)
ROOT_PI = np.sqrt(np.pi)


def maxwell_speeds():
    """Nodes and weights for averages over |c| in a Maxwellian."""
    step = 0.05
    t = np.arange(-80, 41) * step
    c = np.exp(t - np.exp(-t))
    return c, 2 / ROOT_PI * np.exp(-c**2) * c * (1 + np.exp(-t)) * step


def cut_speeds(cut):
    """Maxwellian with all molecules of |c| < cut removed, renormalised."""
    node, weight = np.polynomial.legendre.leggauss(80)
    low, high = np.log(cut), np.log(6.5)
    c = np.exp(low + (high - low) * (node + 1) / 2)
    w = weight * c * np.exp(-c**2)
    return c, w / w.sum()


def flight_matrix(delta, c, w, n, accommodation=1.0):
    """Cell-averaged flight operator on n equal cells, integrated exactly."""
    h = 1 / n
    y = np.arange(n + 1) * h
    a = delta * y[:, None] / c
    second_primitive = (0.5 * w * c / delta**2 * (np.expm1(-a) + a)).sum(axis=1)
    row = np.empty(n)
    row[0] = 2 * (second_primitive[1] - second_primitive[0])
    row[1:] = (second_primitive[2:] - 2 * second_primitive[1:-1]
               + second_primitive[:-2])
    matrix = toeplitz(row)
    if accommodation < 1:
        mirror = 1 - accommodation
        left = np.exp(-a[:-1]) * (-np.expm1(-delta * h / c)) * c / delta
        right = left[::-1]
        repeated = mirror / (1 - mirror * np.exp(-delta / c))
        extra = (left * (0.5 * w * repeated / c)) @ right.T
        matrix = matrix + extra + extra.T
    return matrix / h


def flow_on_cells(delta, speeds, n, accommodation=1.0):
    c, w = speeds
    k = flight_matrix(delta, c, w, n, accommodation)
    return np.linalg.solve(np.eye(n) - delta * k, k.sum(axis=1)).mean()


MAXWELL = maxwell_speeds()


def reduced_flow(delta, speeds=MAXWELL, accommodation=1.0, n=100):
    """Extrapolated from n and 2n cells (leading error is quadratic)."""
    coarse = flow_on_cells(delta, speeds, n, accommodation)
    fine = flow_on_cells(delta, speeds, 2 * n, accommodation)
    return (4 * fine - coarse) / 3


def shakhov_cells(delta, n, prandtl=2 / 3):
    """Flow and central heat flux for a model with adjustable Prandtl number."""
    c, w = MAXWELL
    g = c**2 - 0.5
    k0 = flight_matrix(delta, c, w, n)
    k1 = flight_matrix(delta, c, w * g, n)
    k2 = flight_matrix(delta, c, w * g**2, n)
    s = 0.8 * (1 - prandtl) * delta
    one = np.eye(n)
    system = np.block([[one - delta * k0, -s / 2 * k1],
                       [-delta * k1, one - s / 2 * k2 - s * k0]])
    answer = np.linalg.solve(system, np.r_[k0.sum(axis=1), k1.sum(axis=1)])
    return answer[:n].mean(), answer[n + n // 2]


def shakhov_flow(delta):
    return (4 * shakhov_cells(delta, 200)[0] - shakhov_cells(delta, 100)[0]) / 3


def direct_time(delta, c_top=7.0):
    """Mean time since last collision or wall, from molecules with |c| < c_top."""
    def integrand(c):
        a = delta / c
        return 2 / ROOT_PI * np.exp(-c * c) * c / delta**2 * (np.expm1(-a) + a)
    edges = [0.0] + [e for e in (1e-3, 1e-2, 0.1, 1.0) if e < c_top] + [c_top]
    return sum(quad(integrand, lo, hi, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def wall_age_monte_carlo(delta, count=400000):
    """Random flights: first-flight time and total time to wall, with errors."""
    x = rng.random(count)
    age = np.zeros(count)
    first = None
    active = np.arange(count)
    while active.size:
        c = rng.normal(size=active.size) / np.sqrt(2)
        to_wall = np.where(c > 0, 1 - x[active], x[active]) / np.abs(c)
        to_hit = rng.exponential(1 / delta, active.size)
        flight = np.minimum(to_wall, to_hit)
        if first is None:
            first = flight.copy()
        age[active] += flight
        x[active] += c * flight
        active = active[to_hit < to_wall]
    root = np.sqrt(count)
    return first.mean(), first.std() / root, age.mean(), age.std() / root


def slot_transmission(length):
    """Free-molecular transmission of a slot of given length/gap, diffuse walls."""
    panels = int(np.ceil(2 * length))
    node, weight = np.polynomial.legendre.leggauss(4)
    size = length / panels
    z = (np.arange(panels)[:, None] * size + size * (node + 1) / 2).ravel()
    dz = np.tile(weight * size / 2, panels)
    kernel = 0.5 * (1 + (z[:, None] - z)**2)**-1.5 * dz
    away = length - z
    leave = 0.5 * (1 - away / np.sqrt(1 + away**2))
    enter = 0.5 * (1 - z / np.sqrt(1 + z**2))
    chance = np.linalg.solve(np.eye(z.size) - kernel, leave)
    return np.sqrt(1 + length**2) - length + 2 * np.sum(dz * enter * chance)


def slot_monte_carlo(length, count=200000):
    y, s = rng.random(count), rng.uniform(-1, 1, count)
    z = np.where(s > 0, 1 - y, y) * np.sqrt(1 - s**2) / np.abs(s)
    passed = np.sum(z > length)
    z = z[z <= length]
    while z.size:
        s = rng.uniform(-1, 1, z.size)
        z = z + s / np.sqrt(1 - s**2)
        passed += np.sum(z > length)
        z = z[(z >= 0) & (z <= length)]
    share = passed / count
    return share, np.sqrt(share * (1 - share) / count)


def slot_cap(length):
    return slot_transmission(length) * length / ROOT_PI


# --- integral equation and its split against random flights
assert abs(MAXWELL[1].sum() - 1) < 1e-10
mc_print = None
for delta in (0.1, 1.0, 5.0):
    first, first_err, age, age_err = wall_age_monte_carlo(delta)
    assert abs(first - direct_time(delta)) < 4 * first_err
    assert abs(age - reduced_flow(delta)) < 4 * age_err
    if delta == 1.0:
        mc_print = (age, age_err)

# --- limits: logarithm at small delta, Poiseuille slope at large delta
tiny = 1e-4
log_law = (-np.log(tiny) + 1.5 * (1 - np.euler_gamma)) / ROOT_PI
assert abs(reduced_flow(tiny) - log_law - tiny * log_law**2) < 5e-4
assert abs((reduced_flow(40) - reduced_flow(20)) / 20 - 1 / 6) < 2e-3

# --- lower bound, and opposite trends of the two parts
grid = np.geomspace(0.01, 10, 22)
flow = np.array([reduced_flow(x) for x in grid])
direct = np.array([direct_time(x) for x in grid])
excess = flow - grid / 6 - ROOT_PI / 2
assert np.all(excess > 0) and np.all(np.diff(excess) < 0)
assert np.all(np.diff(direct) < 0) and np.all(np.diff(flow - direct) > 0)
assert np.sum(np.diff(np.sign(np.diff(flow))) != 0) == 1

# --- one transverse speed: straight line, also with partly specular walls
c0 = np.sqrt(0.5)
single = (np.array([c0]), np.array([1.0]))
for delta in (0.3, 3.0):
    for alpha in (1.0, 0.8):
        line = delta / (12 * c0**2) + (2 - alpha) / alpha / (2 * c0)
        assert abs(reduced_flow(delta, single, alpha) - line) < 1e-5

# --- initial slope for a general speed distribution
def inverse_moments(cut):
    c, w = cut_speeds(cut)
    return np.sum(w / c), np.sum(w / c**2)


for cut in (0.08, 0.2):
    m1, m2 = inverse_moments(cut)
    eps = 1e-4
    measured = (reduced_flow(2 * eps, cut_speeds(cut))
                - reduced_flow(eps, cut_speeds(cut))) / eps
    assert abs(measured - (m1**2 / 4 - m2 / 6)) < 5e-3


def lowest_slope(cut):
    x = np.geomspace(1e-3, 6, 25)
    g = np.array([flow_on_cells(v, cut_speeds(cut), 60) for v in x])
    return np.min(np.diff(g) / np.diff(x))


def crossing_excess(cut):
    m1, m2 = inverse_moments(cut)
    return m2 / m1**2 - 1.5


slope_cut = brentq(crossing_excess, 0.05, 0.3)
lost_cut = brentq(lowest_slope, 0.06, 0.4, xtol=1e-4)

# --- Shakhov variant: bulk heat flux must be -1/(Pr delta)
for prandtl in (1.0, 2 / 3):
    heat = shakhov_cells(40.0, 200, prandtl)[1]
    assert abs(heat * 40 * prandtl + 1) < 0.02

# --- finite slot against random flights
share, share_err = slot_monte_carlo(10.0)
assert abs(share - slot_transmission(10.0)) < 4 * share_err


def find_minimum(function):
    found = minimize_scalar(function, bounds=(0.3, 3), method="bounded",
                            options={"xatol": 1e-5})
    return found.x, found.fun


d_min, g_min = find_minimum(reduced_flow)
d_shak, g_shak = find_minimum(shakhov_flow)
d_spec, g_spec = find_minimum(lambda x: reduced_flow(x, accommodation=0.9))
kn_min = ROOT_PI / (2 * d_min)
assert 0.5 < kn_min < 2
bracket_low = brentq(lambda x: direct_time(x) - g_min, 0.01, 3)
bracket_high = 6 * (g_min - ROOT_PI / 2)
assert bracket_low < d_min < bracket_high

print("delta    Kn      G       direct  inherited excess")
for x in (0.01, 0.1, 0.5, 1.0, 3.0, 10.0):
    g, g0 = reduced_flow(x), direct_time(x)
    print(f"{x:5.2f} {ROOT_PI/2/x:8.4f} {g:7.4f} {g0:7.4f} {g-g0:7.4f}"
          f" {g-x/6-ROOT_PI/2:7.4f}")
print(f"Monte Carlo G at delta=1: {mc_print[0]:.4f} +- {mc_print[1]:.4f}")
print(f"minimum: delta = {d_min:.3f}, Kn = {kn_min:.3f}, G = {g_min:.4f}")
print(f"proved bracket for delta: {bracket_low:.3f} to {bracket_high:.3f}")
print(f"direct part at minimum: {direct_time(d_min):.4f}")
print(f"inherited part at minimum: {g_min-direct_time(d_min):.4f}")
print(f"bound constant sqrt(pi)/2: {ROOT_PI/2:.4f}")
print(f"one-speed gas, same viscosity, G at delta=0: {1/(2*c0):.4f}")
print(f"one-speed gas, G at delta=1: {reduced_flow(1.0, single):.4f}")
print(f"molecules with c<0.1: {100*erf(0.1):.1f} %")
for x in (0.01, d_min):
    part = direct_time(x, 0.1) / direct_time(x)
    print(f"their share of direct time, delta={x:.2f}: {100*part:.1f} %")
print(f"cut where initial fall ends: c = {slope_cut:.3f},"
      f" removed {100*erf(slope_cut):.1f} %")
print(f"cut where minimum is lost: c = {lost_cut:.3f},"
      f" removed {100*erf(lost_cut):.1f} %")

# --- worked example: purge gas in a narrow reactor gap (rough typical values)
gap, length, width = 100e-6, 10e-3, 300e-3
temperature, viscosity, mass_u = 500.0, 26e-6, 28.0
p_in, p_out = 1.2, 0.8
mass = mass_u * const.atomic_mass
v0 = np.sqrt(2 * const.k * temperature / mass)
torr = const.torr
delta_per_torr = torr * gap / (viscosity * v0)
sccm = const.atm * 1e-6 / (const.k * const.zero_Celsius) / 60
p_mean, p_drop = (p_in + p_out) / 2, p_in - p_out


def sccm_per_torr(g):
    return g * width * gap**2 * torr / (v0 * length * mass) / sccm


print(f"gap {gap*1e6:.0f} um, length {length*1e3:.0f} mm,"
      f" width {width*1e3:.0f} mm")
print(f"T = {temperature:.0f} K, mass {mass_u:.0f} u,"
      f" viscosity {viscosity*1e6:.0f} uPa s")
print(f"v0 = {v0:.1f} m/s")
print(f"mean free path at 1 Torr: {ROOT_PI/2/delta_per_torr*gap*1e6:.1f} um")
p_min = d_min / delta_per_torr
print(f"pressure of minimum, this gap: {p_min:.3f} Torr")
print(f"pressure of minimum, 500 nm cavity: {p_min*gap/500e-9:.0f} Torr")
for p in (0.1, 1.0, 10.0):
    x = p * delta_per_torr
    g = reduced_flow(x)
    print(f"p={p:4.1f} Torr: delta={x:.3f}, G={g:.3f},"
          f" {sccm_per_torr(g):.2f} sccm/Torr")
g_mean = reduced_flow(p_mean * delta_per_torr)
print(f"inlet {p_in:.1f} Torr, outlet {p_out:.1f} Torr:"
      f" flow {sccm_per_torr(g_mean)*p_drop:.3f} sccm")

# --- sizes of neglected effects
node, weight = np.polynomial.legendre.leggauss(5)
g_path = sum(q / 2 * reduced_flow((p_mean + p_drop / 2 * s) * delta_per_torr)
             for s, q in zip(node, weight))
speed_ratio = g_mean * gap / length * p_drop / p_mean / 2
density = mass * p_mean * torr / (const.k * temperature)
reynolds = density * speed_ratio * v0 * gap / viscosity
print(f"pressure variation along gap changes flow by"
      f" {100*(g_path/g_mean-1):.3f} %")
print(f"mean speed / v0 = {speed_ratio:.5f}, Reynolds number {reynolds:.5f}")
print(f"gap/length = {100*gap/length:.1f} %, gap/width = {100*gap/width:.3f} %")
print(f"free-molecular cap of G, length/gap=10: {slot_cap(10.0):.3f}")
print(f"free-molecular cap of G, length/gap=100: {slot_cap(100.0):.3f}")
short = brentq(lambda x: slot_cap(x) - g_min, 3, 40, xtol=1e-3)
print(f"cap equals the minimum at length/gap = {short:.1f}")
print(f"Shakhov, Pr=2/3: delta = {d_shak:.3f}, G = {g_shak:.4f}")
print(f"10 % specular walls: delta = {d_spec:.3f}, G = {g_spec:.4f}")
exponent, other_t = 0.7, 400.0
p_other = p_min * (other_t / temperature)**(exponent + 0.5)
print(f"at {other_t:.0f} K, viscosity ~ T^{exponent}: minimum at"
      f" {p_other:.3f} Torr")
print("all tests passed")
```

Printed output:

```
delta    Kn      G       direct  inherited excess
 0.01  88.6227  3.0496  2.9593  0.0904  2.1618
 0.10   8.8623  2.0327  1.6883  0.3444  1.1298
 0.50   1.7725  1.6019  0.8860  0.7159  0.6323
 1.00   0.8862  1.5387  0.6012  0.9375  0.4858
 3.00   0.2954  1.7105  0.2738  1.4367  0.3243
10.00   0.0886  2.7686  0.0944  2.6743  0.2157
Monte Carlo G at delta=1: 1.5368 +- 0.0025
minimum: delta = 1.072, Kn = 0.827, G = 1.5381
proved bracket for delta: 0.133 to 3.911
direct part at minimum: 0.5758
inherited part at minimum: 0.9623
bound constant sqrt(pi)/2: 0.8862
one-speed gas, same viscosity, G at delta=0: 0.7071
one-speed gas, G at delta=1: 0.8738
molecules with c<0.1: 11.2 %
their share of direct time, delta=0.01: 62.0 %
their share of direct time, delta=1.07: 17.4 %
cut where initial fall ends: c = 0.124, removed 13.9 %
cut where minimum is lost: c = 0.124, removed 13.9 %
gap 100 um, length 10 mm, width 300 mm
T = 500 K, mass 28 u, viscosity 26 uPa s
v0 = 544.9 m/s
mean free path at 1 Torr: 94.2 um
pressure of minimum, this gap: 1.139 Torr
pressure of minimum, 500 nm cavity: 228 Torr
p= 0.1 Torr: delta=0.094, G=2.055, 7.24 sccm/Torr
p= 1.0 Torr: delta=0.941, G=1.540, 5.43 sccm/Torr
p=10.0 Torr: delta=9.410, G=2.674, 9.43 sccm/Torr
inlet 1.2 Torr, outlet 0.8 Torr: flow 2.172 sccm
pressure variation along gap changes flow by 0.117 %
mean speed / v0 = 0.00308, Reynolds number 0.00580
gap/length = 1.0 %, gap/width = 0.033 %
free-molecular cap of G, length/gap=10: 1.357
free-molecular cap of G, length/gap=100: 2.657
cap equals the minimum at length/gap = 14.0
Shakhov, Pr=2/3: delta = 1.060, G = 1.5532
10 % specular walls: delta = 1.138, G = 1.7430
at 400 K, viscosity ~ T^0.7: minimum at 0.871 Torr
all tests passed
```
